# Ion current and edge density from a collisionless argon sheath: a numerical check

```python
# Result under test: the collisionless Child-law ion sheath,
#   J = (4/9) eps0 sqrt(2 e/M) V^(3/2) / s^2,  n_s = J/(e uB),
#   uB = sqrt(e Te/M),
# J: ion current density, V: sheath voltage, s: sheath thickness,
# M: ion mass, Te: electron temperature in volts, n_s: edge density.
# Also sized: ion entry energy, electrons in the sheath, charge exchange.
# chi = (potential drop from the edge)/Te; lengths in Debye lengths
# where stated.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import beta

e, eps0 = const.e, const.epsilon_0
mass_number = 39.948
M = mass_number * const.atomic_mass
Te, V, s = 3.0, 1000.0, 3.0e-3
pressure_mTorr, gas_T, sigma_cx = 5.0, 300.0, 4.0e-19

# Child-law inference
J = 4 / 9 * eps0 * np.sqrt(2 * e / M) * V**1.5 / s**2
uB = np.sqrt(e * Te / M)
n_s = J / (e * uB)
debye = np.sqrt(eps0 * Te / (e * n_s))
v_wall = np.sqrt(2 * e * V / M)
E_wall = 4 * V / (3 * s)
transit = 3 * s / v_wall

# Direct integration of Poisson's equation with this current; the ions
# start with a tiny energy (1e-9 eV) to avoid the singular point.
phi_start = 1e-9


def child_rhs(x, y):
    return [y[1], J / (eps0 * np.sqrt(2 * e * y[0] / M))]


sol = solve_ivp(child_rhs, (0, s), [phi_start, 0.0], method="DOP853",
                rtol=1e-10, atol=[1e-14, 1e-5], first_step=1e-13)
assert sol.success
V_numeric, E_numeric = sol.y[0, -1], sol.y[1, -1]
assert abs(V_numeric / V - 1) < 1e-4
assert abs(E_numeric / E_wall - 1) < 1e-4
# transit time = charge in the sheath / current
assert abs(eps0 * E_numeric / J / transit - 1) < 1e-4


# Bohm speed: entry speed at which the net charge just inside the edge
# changes sign, found at a very small potential drop.
def net_charge(u, drop=1e-5 * Te):
    ions = 1 / np.sqrt(1 + 2 * e * drop / (M * u**2))
    return ions - np.exp(-drop / Te)


u_threshold = brentq(net_charge, 500.0, 10000.0, xtol=1e-6)
assert abs(u_threshold / uB - 1) < 1e-4
assert net_charge(0.9 * uB) < 0 < net_charge(1.1 * uB)

# Sheath thickness in Debye lengths for three models
chi_wall = V / Te
G_child = np.sqrt(2) / 3 * (2 * chi_wall)**0.75
assert abs(G_child * debye / s - 1) < 1e-10
w = np.sqrt(1 + 2 * chi_wall)
G_entry = (2 / 3 * (w - 1)**1.5 + 2 * np.sqrt(w - 1)) / np.sqrt(2)
entry = solve_ivp(lambda x, y: [y[1], 1 / np.sqrt(1 + 2 * y[0])],
                  (0, G_entry), [0.0, 0.0], method="DOP853",
                  rtol=1e-10, atol=1e-12)
assert abs(entry.y[0, -1] / chi_wall - 1) < 1e-6


def full_thickness(chi_edge):
    def inverse_field(c):
        return 1 / np.sqrt(2 * (np.sqrt(1 + 2 * c) - 2 + np.exp(-c)))
    near = quad(inverse_field, chi_edge, 10.0, epsabs=1e-10)[0]
    far = quad(inverse_field, 10.0, chi_wall, epsabs=1e-10)[0]
    return near + far


# Independent integration of the full Poisson equation, started close
# to the Bohm point with the leading small-chi field.
def cross_edge(x, y):
    return y[0] - 1.0


def cross_wall(x, y):
    return y[0] - chi_wall


cross_wall.terminal = True
chi0 = 1e-3
full = solve_ivp(
    lambda x, y: [y[1], 1 / np.sqrt(1 + 2 * y[0]) - np.exp(-y[0])],
    (0, 1000), [chi0, np.sqrt(2 / 3) * chi0**1.5], method="DOP853",
    rtol=1e-10, atol=1e-13, events=[cross_edge, cross_wall])
G_full_ode = full.t_events[1][0] - full.t_events[0][0]
edges = [0.5, 1.0, 2.0]
G_full = [full_thickness(c) for c in edges]
assert abs(G_full_ode / G_full[1] - 1) < 1e-5


def density_from_thickness(G):
    return eps0 * Te * G**2 / (e * s**2)


n_entry = density_from_thickness(G_entry)
n_full = [density_from_thickness(G) for G in G_full]
J_full = e * n_full[1] * uB

# Charge exchange: self-consistent kinetic sheath. Ions born at rest
# after each collision; a = thickness / mean free path.
# Position/s = u^3, potential/V = u^4 g(u); returns J/J_Child.
nodes, weights = np.polynomial.legendre.leggauss(48)
nodes, weights = (nodes + 1) / 2, weights / 2


def kinetic_current_ratio(a):
    u = np.linspace(0, 1, 61)
    g = np.ones_like(u)
    q = 1 - nodes**2
    for _ in range(200):
        g_at = CubicSpline(u, g)
        g_birth = g_at(u[:, None] * q)
        speed = np.sqrt(g[:, None] - g_birth * q**4)
        survive = np.exp(-a * u[:, None]**3 * (1 - q**3))
        born = (nodes * q**2 * survive / speed) @ weights
        f = np.exp(-a * u**3) / np.sqrt(g) + 6 * a * u**3 * born
        f_at = CubicSpline(u, f)
        raw = 3 * (f_at(u[:, None] * nodes) * (1 - nodes**3)) @ weights
        new = raw / raw[-1]
        change = np.max(np.abs(new - g))
        g = (g + 2 * new) / 3
        if change < 1e-12:
            break
    assert change < 1e-10
    return (1 / raw[-1]) / (4 / 9)


B = 0.75 * beta(0.75, 0.5)
# y = 1 - t^2 removes the end-point singularity of the definition of B
B_quad = quad(lambda t: 2 * t / np.sqrt(1 - (1 - t * t)**(4 / 3)),
              1e-7, 1)[0]
assert abs(B_quad / B - 1) < 1e-5
slope = (B - 1) / 5
assert abs(kinetic_current_ratio(0.0) - 1) < 1e-8
a_test = 0.01
slope_numeric = (1 - kinetic_current_ratio(a_test)) / a_test
assert abs(slope_numeric / slope - 1) < 0.02  # second order in a remains

gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_T)
mfp = 1 / (gas_density * sigma_cx)
a = s / mfp
collided = 1 - np.exp(-a)
ratio_first = 1 - slope * a
ratio_kinetic = kinetic_current_ratio(a)
assert abs(ratio_first - ratio_kinetic) < 0.01


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("INPUTS")
show("electron temperature", Te, "eV")
show("sheath voltage", V, "V")
show("sheath thickness", s * 1e3, "mm")
show("argon atomic mass", mass_number, "u", ".5g")
show("argon ion mass", M, "kg")
print("CHILD LAW AND BOHM FLUX")
show("sqrt(2e/M)", np.sqrt(2 * e / M), "m/s per sqrt(V)")
show("V^(3/2)", V**1.5, "V^(3/2)", ".5g")
show("ion current density J", J, "A/m2")
show("J converted", J / 10, "mA/cm2", ".3g")
show("Bohm speed", uB, "m/s")
show("Bohm speed from charge sign change", u_threshold, "m/s")
show("edge density n_s", n_s, "m^-3", ".3e")
show("n_s converted", n_s * 1e-6, "cm^-3", ".3e")
show("voltage from direct integration", V_numeric, "V", ".6g")
show("wall field", E_wall / 1e5, "kV/cm")
show("ion speed at wall", v_wall, "m/s")
show("ion transit time", transit * 1e9, "ns")
show("edge Debye length", debye * 1e6, "um")
print("ENTRY ENERGY AND ELECTRONS, SAME s, V, Te")
show("V/Te", chi_wall)
show("s/Debye, Child", G_child)
show("s/Debye, with ion entry energy", G_entry)
show("n_s with entry energy", n_entry, "m^-3", ".3e")
show("n_s ratio to Child, entry energy", n_entry / n_s)
for c, G, n in zip(edges, G_full, n_full):
    show(f"edge at chi={c}: s/Debye", G)
    show(f"edge at chi={c}: n_s", n, "m^-3", ".3e")
    show(f"edge at chi={c}: ratio to Child", n / n_s)
show("J with electrons, edge at chi=1", J_full, "A/m2")
print("CHARGE EXCHANGE")
show("gas pressure", pressure_mTorr, "mTorr")
show("gas temperature", gas_T, "K")
show("rough cross section", sigma_cx, "m2")
show("gas density", gas_density, "m^-3", ".3e")
show("mean free path", mfp * 1e3, "mm", ".3g")
show("a = s/mean free path", a, "", ".3g")
show("fraction of entering ions that collide", collided, "", ".3g")
show("B", B)
show("slope (B-1)/5", slope)
show("slope from kinetic solution", slope_numeric)
show("J/J_Child, first order", ratio_first)
show("J/J_Child, kinetic", ratio_kinetic)
print("done: every assertion held")
```

Running it gives:

```
INPUTS
electron temperature: 3 eV
sheath voltage: 1000 V
sheath thickness: 3 mm
argon atomic mass: 39.948 u
argon ion mass: 6.634e-26 kg
CHILD LAW AND BOHM FLUX
sqrt(2e/M): 2198 m/s per sqrt(V)
V^(3/2): 31623 V^(3/2)
ion current density J: 30.39 A/m2
J converted: 3.04 mA/cm2
Bohm speed: 2692 m/s
Bohm speed from charge sign change: 2692 m/s
edge density n_s: 7.046e+16 m^-3
n_s converted: 7.046e+10 cm^-3
voltage from direct integration: 999.998 V
wall field: 4.444 kV/cm
ion speed at wall: 6.95e+04 m/s
ion transit time: 129.5 ns
edge Debye length: 48.51 um
ENTRY ENERGY AND ELECTRONS, SAME s, V, Te
V/Te: 333.3
s/Debye, Child: 61.85
s/Debye, with ion entry energy: 65.41
n_s with entry energy: 7.881e+16 m^-3
n_s ratio to Child, entry energy: 1.118
edge at chi=0.5: s/Debye: 70.29
edge at chi=0.5: n_s: 9.102e+16 m^-3
edge at chi=0.5: ratio to Child: 1.292
edge at chi=1.0: s/Debye: 68.68
edge at chi=1.0: n_s: 8.690e+16 m^-3
edge at chi=1.0: ratio to Child: 1.233
edge at chi=2.0: s/Debye: 67.12
edge at chi=2.0: n_s: 8.300e+16 m^-3
edge at chi=2.0: ratio to Child: 1.178
J with electrons, edge at chi=1: 37.48 A/m2
CHARGE EXCHANGE
gas pressure: 5 mTorr
gas temperature: 300 K
rough cross section: 4e-19 m2
gas density: 1.609e+20 m^-3
mean free path: 15.5 mm
a = s/mean free path: 0.193
fraction of entering ions that collide: 0.176
B: 1.797
slope (B-1)/5: 0.1594
slope from kinetic solution: 0.1591
J/J_Child, first order: 0.9692
J/J_Child, kinetic: 0.9706
done: every assertion held
```
